**Rank-four zero-field terms from spin-spin coupling: where they start**

The program tests that the Breit spin-spin operator gives an isolated $S=2$ level only a rank-two term in first order, and that rank-four Stevens terms need higher orders. For six electrons in five orbitals with random integrals, it asserts that the first-order rank-four part vanishes and that an explicit second-order sum reproduces the rank-four part found by diagonalization. It also asserts the leading powers: two in spin-spin coupling, four in spin-orbit coupling, and two with one in the mixed term. A second part asserts that rank-two parameters $D$ and $E$ alone split the $m=\pm2$ pair, and that the $m=\pm1$ pair distinguishes this from a true $B_{44}$. For four spins 1/2 on a regular tetrahedron, with exchange $J$ and dipolar strength $d=\alpha^2/R^3$, it asserts $D=0$ in first order and $B_4=-d^2/(80J)$ in second order. The output shows a splitting of 17.84 MHz from diagonalization against 17.91 MHz from the second-order formula. In the stretched tetrahedron, doubling $J$ nearly halves $B_{40}$ and $B_{44}$ and leaves $D$ almost unchanged.

## Numerical check

```python
"""
Result under test: in first order the Breit spin-spin operator gives an
isolated spin multiplet only a rank-two zero-field term, S.D.S; rank-four
Stevens terms need spin-spin twice, spin-orbit twice with spin-spin once,
or spin-orbit four times.
For four spins 1/2 on a regular tetrahedron (exchange -J sum s_i.s_j,
dipolar strength d = alpha^2/R^3) the quintet has D = 0 and the second-order
term B4 (O40 + 5 O44) with B4 = -d^2/(80 J).
Symbols: S total spin, X = S(S+1), D and E rank-two parameters,
B20, B40, B44 Stevens coefficients, SS spin-spin, SO spin-orbit.
"""
import itertools
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)
norm = np.linalg.norm
DIM = 5  # states in an S = 2 multiplet


def dag(a):
    return a.conj().T


def rank_part(matrix, spin, k):
    """Component of matrix that is a spherical tensor of rank k in the spin."""
    plus = spin[0] + 1j * spin[1]
    minus = dag(plus)
    tensor = np.linalg.matrix_power(plus, k)
    part = np.zeros_like(plus)
    for _ in range(2 * k + 1):
        weight = np.trace(dag(tensor) @ matrix) / np.trace(dag(tensor) @ tensor)
        part = part + weight * tensor
        tensor = minus @ tensor - tensor @ minus
    return part


def effective(hamiltonian, model):
    """Exact Hermitian effective Hamiltonian on the unperturbed multiplet."""
    energy, vec = np.linalg.eigh(hamiltonian)
    u, _, vh = np.linalg.svd(dag(model) @ vec[:, :DIM])
    rot = u @ vh
    return (rot * energy[:DIM]) @ dag(rot)


def second_order(energy, vec, perturbation):
    """Explicit sum over all states outside the lowest multiplet."""
    coupling = dag(vec[:, DIM:]) @ perturbation @ vec[:, :DIM]
    return -(dag(coupling) / (energy[DIM:] - energy[0])) @ coupling


def stevens(spin):
    sz = spin[2]
    one = np.eye(len(sz))
    x = np.trace(sum(s @ s for s in spin)).real / len(sz)
    sz2 = sz @ sz
    plus4 = np.linalg.matrix_power(spin[0] + 1j * spin[1], 4)
    o20 = 3 * sz2 - x * one
    o40 = 35 * sz2 @ sz2 - (30 * x - 25) * sz2 + (3 * x * x - 6 * x) * one
    return o20, o40, (plus4 + dag(plus4)) / 2


def coefficient(matrix, operator):
    return (np.trace(operator @ matrix) / np.trace(operator @ operator)).real


# ---------- many-electron model with random integrals ----------
NORB = 5


def electron_operators(n_electrons):
    """Orbital excitations E_pq and spin densities S^a_pq in determinants."""
    dets = [sum(1 << i for i in c)
            for c in itertools.combinations(range(2 * NORB), n_electrons)]
    place = {det: k for k, det in enumerate(dets)}
    size = len(dets)

    def move(i, j):
        out = np.zeros((size, size))
        for col, det in enumerate(dets):
            if not det >> j & 1:
                continue
            sign = (-1) ** bin(det & ((1 << j) - 1)).count("1")
            rest = det ^ (1 << j)
            if rest >> i & 1:
                continue
            sign *= (-1) ** bin(rest & ((1 << i) - 1)).count("1")
            out[place[rest | (1 << i)], col] = sign
        return out

    orb = np.zeros((NORB, NORB, size, size))
    spin = np.zeros((3, NORB, NORB, size, size), complex)
    for p in range(NORB):
        for q in range(NORB):
            uu, dd = move(2 * p, 2 * q), move(2 * p + 1, 2 * q + 1)
            ud, du = move(2 * p, 2 * q + 1), move(2 * p + 1, 2 * q)
            orb[p, q] = uu + dd
            spin[0, p, q] = (ud + du) / 2
            spin[1, p, q] = (ud - du) / 2j
            spin[2, p, q] = (uu - dd) / 2
    return orb, spin


def symmetrize(g):
    """Real-orbital symmetry of two-electron integrals (last four axes)."""
    g = g + np.swapaxes(g, -4, -3)
    g = g + np.swapaxes(g, -2, -1)
    return (g + np.moveaxis(g, (-2, -1), (-4, -3))) / 8


def pair_operator(kernel, left):
    """Half the sum over kernel[i, j] left_i left_j."""
    size = left.shape[-1]
    inner = (kernel @ left.reshape(len(left), -1)).reshape(-1, size, size)
    return 0.5 * sum(a @ b for a, b in zip(left, inner))


dip = rng.normal(size=(3, 3) + (NORB,) * 4)
dip = dip + dip.transpose(1, 0, 2, 3, 4, 5)
dip = dip - np.einsum("ab,ccpqrs->abpqrs", np.eye(3), dip) / 3
dip = symmetrize(dip)
n_pair = NORB * NORB
dip_kernel = dip.transpose(0, 2, 3, 1, 4, 5).reshape(3 * n_pair, 3 * n_pair)

# a genuine two-electron operator must vanish for a single electron
_, spin_one = electron_operators(1)
one_body = pair_operator(dip_kernel, spin_one.reshape(3 * n_pair, 10, 10))
assert norm(one_body) < 1e-11

orb, spin_pq = electron_operators(6)
size = orb.shape[-1]
total = [sum(spin_pq[a, p, p] for p in range(NORB)) for a in range(3)]
total_sq = sum(s @ s for s in total)
repulsion = symmetrize(0.03 * rng.normal(size=(NORB,) * 4))
h0 = sum(0.5 * p * orb[p, p] for p in range(NORB)) - total_sq
h0 = h0 + pair_operator(repulsion.reshape(n_pair, n_pair),
                        orb.reshape(n_pair, size, size))
energy0, vec0 = np.linalg.eigh(h0)
gap = energy0[DIM] - energy0[0]
assert energy0[DIM - 1] - energy0[0] < 1e-10 and gap > 0.05
h0, energy0 = h0 / gap, energy0 / gap
model = vec0[:, :DIM]
assert norm(dag(model) @ total_sq @ model - 6 * np.eye(DIM)) < 1e-9
spin_q = [dag(model) @ s @ model for s in total]

h_ss = pair_operator(dip_kernel, spin_pq.reshape(3 * n_pair, size, size))
zeta = rng.normal(size=(3, NORB, NORB))
zeta = zeta - zeta.transpose(0, 2, 1)
h_so = 1j * np.einsum("apq,apqij->ij", zeta, spin_pq)
assert norm(h_ss - dag(h_ss)) < 1e-9 and norm(h_so - dag(h_so)) < 1e-9
h_ss = h_ss / norm(h_ss, 2)
h_so = h_so / norm(h_so, 2)

# first order: rank two only
first = dag(model) @ h_ss @ model
first_rank = [norm(rank_part(first, spin_q, k)) for k in range(5)]
assert first_rank[2] > 1e-3
assert max(first_rank[k] for k in (0, 1, 3, 4)) < 1e-11


def heff(so, ss):
    return effective(h0 + so * h_so + ss * h_ss, model)


# time reversal: no odd ranks, even with both couplings present
both = heff(0.05, 0.05)
odd_rank = max(norm(rank_part(both, spin_q, k)) for k in (1, 3))
assert odd_rank < 1e-10


def ss_even4(y):
    return rank_part((heff(0, y) + heff(0, -y)) / 2, spin_q, 4)


def ss_odd2(y):
    return rank_part((heff(0, y) - heff(0, -y)) / 2, spin_q, 2)


def so_even(x, k):
    return rank_part((heff(x, 0) + heff(-x, 0)) / 2, spin_q, k)


def mixed4(x, y):
    """Rank-four part odd in SS and even in SO, without the pure SS part."""
    with_so = (heff(x, y) - heff(x, -y) + heff(-x, y) - heff(-x, -y)) / 4
    return rank_part(with_so - (heff(0, y) - heff(0, -y)) / 2, spin_q, 4)


def power(large, small):
    return np.log2(norm(large) / norm(small))


power_ss2 = power(ss_odd2(0.04), ss_odd2(0.02))
power_ss4 = power(ss_even4(0.04), ss_even4(0.02))
power_so2 = power(so_even(0.06, 2), so_even(0.03, 2))
power_so4 = power(so_even(0.06, 4), so_even(0.03, 4))
base = mixed4(0.02, 0.02)
power_mix_so = power(mixed4(0.04, 0.02), base)
power_mix_ss = power(mixed4(0.02, 0.04), base)
for found, expected in ((power_ss2, 1), (power_ss4, 2), (power_so2, 2),
                        (power_so4, 4), (power_mix_so, 2), (power_mix_ss, 1)):
    assert abs(found - expected) < 0.1, (found, expected)

# the explicit second-order sum reproduces the exact rank-four part
pt2_rank4 = rank_part(second_order(energy0, vec0, h_ss), spin_q, 4)
exact_rank4 = ss_even4(0.02) / 0.02 ** 2
pt2_error = norm(exact_rank4 - pt2_rank4) / norm(pt2_rank4)
assert norm(pt2_rank4) > 1e-6 and pt2_error < 0.02

# ---------- false quartic signature of a rank-two Hamiltonian ----------
m = np.arange(2, -3, -1)
raising = np.diag(np.sqrt(6 - m[1:] * (m[1:] + 1)), 1).astype(complex)
spin2 = [(raising + dag(raising)) / 2, (raising - dag(raising)) / 2j,
         np.diag(m).astype(complex)]
D_ghz, E_ghz = -10.0, 1.0
h_de = (D_ghz * (spin2[2] @ spin2[2] - 2 * np.eye(5))
        + E_ghz * (spin2[0] @ spin2[0] - spin2[1] @ spin2[1]))
level = np.linalg.eigvalsh(h_de)
split2, split1 = level[1] - level[0], level[3] - level[2]
split2_formula = 2 * np.sqrt(D_ghz ** 2 + 3 * E_ghz ** 2) - 2 * abs(D_ghz)
assert abs(split2 - split2_formula) < 1e-11
assert abs(split1 - 6 * E_ghz) < 1e-11
assert norm(rank_part(h_de, spin2, 4)) < 1e-11
false_b44 = split2 / 24
h_false = D_ghz * (spin2[2] @ spin2[2] - 2 * np.eye(5)) \
    + false_b44 * stevens(spin2)[2]
level_false = np.linalg.eigvalsh(h_false)
split1_false = level_false[3] - level_false[2]
assert abs(level_false[1] - level_false[0] - split2) < 1e-11
assert abs(split1_false) < 1e-11

# ---------- four spins on a tetrahedron, energies in MHz ----------
alpha = const.alpha
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
MHZ = hartree / const.h / 1e6
edge, J_au = 5.0, 1e-4
d_au = alpha ** 2 / edge ** 3
d, J = d_au * MHZ, J_au * MHZ
d_si = const.mu_0 / (4 * np.pi) * 4 * mu_b ** 2 / (edge * bohr) ** 3
assert abs(d_si / hartree / d_au - 1) < 1e-7

half = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]


def site_operator(site, a):
    out = np.eye(1)
    for k in range(4):
        out = np.kron(out, half[a] if k == site else np.eye(2))
    return out


site = [[site_operator(i, a) for a in range(3)] for i in range(4)]
pairs = list(itertools.combinations(range(4), 2))
exchange = -sum(site[i][a] @ site[j][a] for i, j in pairs for a in range(3))
e_ex, v_ex = np.linalg.eigh(exchange)
assert np.allclose(e_ex - e_ex[0], [0] * 5 + [2] * 9 + [3] * 2)
quintet = v_ex[:, :DIM]
spin_c = [dag(quintet) @ sum(site[i][a] for i in range(4)) @ quintet
          for a in range(3)]
o20, o40, o44 = stevens(spin_c)


def dipolar(points):
    """Dipolar Hamiltonian in MHz and the sum of its pair tensors."""
    h = np.zeros((16, 16), complex)
    tensor_sum = np.zeros((3, 3))
    for i, j in pairs:
        r = points[i] - points[j]
        dist = norm(r)
        tensor = (np.eye(3) - 3 * np.outer(r, r) / dist ** 2)
        tensor = tensor * alpha ** 2 / dist ** 3 * MHZ
        tensor_sum += tensor
        for a in range(3):
            for b in range(3):
                h += tensor[a, b] * site[i][a] @ site[j][b]
    return h, tensor_sum


corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
regular = corners * edge / (2 * np.sqrt(2))
h_dip, _ = dipolar(regular)
first_regular = norm(dag(quintet) @ h_dip @ quintet)
assert first_regular < 1e-8 * d

coupling = dag(v_ex) @ h_dip @ quintet / d
to_triplet = np.linalg.eigvalsh(dag(coupling[5:14]) @ coupling[5:14])
to_singlet = np.linalg.eigvalsh(dag(coupling[14:]) @ coupling[14:])
assert np.allclose(to_triplet, [9 / 8] * 3 + [27 / 8] * 2)
assert np.allclose(to_singlet, [0] * 3 + [9 / 8] * 2)

pt2 = second_order(J * e_ex, v_ex, h_dip)
shift = np.linalg.eigvalsh(pt2) * J / d ** 2
assert np.allclose(shift, [-33 / 16] * 2 + [-9 / 16] * 3)
b4_formula = -d ** 2 / (80 * J)
traceless = pt2 - np.trace(pt2) / 5 * np.eye(5)
assert norm(traceless - b4_formula * (o40 + 5 * o44)) < 1e-8 * norm(traceless)

exact = np.linalg.eigvalsh(J * exchange + h_dip)[:DIM]
gap_exact = exact[2:].mean() - exact[:2].mean()
gap_formula = 1.5 * d ** 2 / J
assert exact[1] - exact[0] < 1e-6 and exact[4] - exact[2] < 1e-6
assert abs(gap_exact / gap_formula - 1) < 0.05

# stretched figure: D in first order, quartic terms only beyond it
h_str, tensor_sum = dipolar(regular * np.array([1, 1, 1.1]))
first_str = dag(quintet) @ h_str @ quintet
D_first = 3 * coefficient(first_str, o20)
D_formula = 1.5 * tensor_sum[2, 2] / 12
b40_first = coefficient(first_str, o40)
b44_first = coefficient(first_str, o44)
assert abs(D_first / D_formula - 1) < 1e-9 and abs(D_first) > 1
assert max(abs(b40_first), abs(b44_first)) < 1e-9


def stretched(j_value):
    h = effective(j_value * exchange + h_str, quintet)
    return 3 * coefficient(h, o20), coefficient(h, o40), coefficient(h, o44)


D_1, b40_1, b44_1 = stretched(J)
D_2, b40_2, b44_2 = stretched(2 * J)
assert abs(b40_2 / b40_1 - 0.5) < 0.03 and abs(b44_2 / b44_1 - 0.5) < 0.03
assert abs(D_2 / D_1 - 1) < 0.05

# ---------- output ----------
print("Six electrons in five orbitals, S = 2, gap = 1, coupling norms = 1")
print(f"first-order SS, norm of rank 2 part: {first_rank[2]:.4f}")
print(f"first-order SS, rank 4 part below 1e-11: {first_rank[4] < 1e-11}")
print(f"second-order SS, norm of rank 4 part: {norm(pt2_rank4):.3e}")
print(f"relative difference, exact and 2nd-order rank 4: {pt2_error:.1e}")
print(f"power of SS in rank 2: {power_ss2:.3f}")
print(f"power of SS in rank 4: {power_ss4:.3f}")
print(f"power of SO in rank 2: {power_so2:.3f}")
print(f"power of SO in rank 4: {power_so4:.3f}")
print(f"mixed rank 4, power of SO: {power_mix_so:.3f}")
print(f"mixed rank 4, power of SS: {power_mix_ss:.3f}")
print("False quartic signature, S = 2")
print(f"D = {D_ghz:.1f} GHz, E = {E_ghz:.1f} GHz")
print("levels (GHz):", " ".join(f"{v:.4f}" for v in level))
print(f"splitting of m = +-2: {split2:.4f} GHz")
print(f"estimate 3E^2/|D|: {3 * E_ghz**2 / abs(D_ghz):.4f} GHz")
print(f"splitting of m = +-1: {split1:.4f} GHz")
print(f"B44 that would mimic the +-2 splitting: {false_b44:.5f} GHz")
print(f"+-1 splitting with that B44 and E = 0: {abs(split1_false):.4f} GHz")
print("Regular tetrahedron of four spins 1/2")
print(f"edge R = {edge:.1f} bohr, J = {J_au:.1e} hartree = {J:.1f} MHz")
print(f"d = {d_au:.4e} hartree = {d:.2f} MHz, d/J = {d / J:.5f}")
print("squared couplings to triplets / d^2:",
      " ".join(f"{v:.4f}" for v in to_triplet))
print("squared couplings to singlets / d^2:",
      " ".join(f"{abs(v):.4f}" for v in to_singlet))
print("second-order shifts * J/d^2:", " ".join(f"{v:.4f}" for v in shift))
print(f"B4 = -d^2/(80J): {b4_formula:.5f} MHz")
print(f"E-T2 splitting, second order: {gap_formula:.3f} MHz")
print(f"E-T2 splitting, diagonalization: {gap_exact:.3f} MHz")
print(f"same, diagonalization: {gap_exact / MHZ:.4e} hartree")
print("Tetrahedron stretched by 10 percent along z")
print(f"first-order D: {D_first:.3f} MHz")
print(f"first-order B40 and B44 below 1e-9 MHz: "
      f"{max(abs(b40_first), abs(b44_first)) < 1e-9}")
print(f"all orders, J:  D = {D_1:.3f}, B40 = {b40_1:.5f}, "
      f"B44 = {b44_1:.5f} MHz")
print(f"all orders, 2J: D = {D_2:.3f}, B40 = {b40_2:.5f}, "
      f"B44 = {b44_2:.5f} MHz")
print("PASS")
```

It prints:

```
Six electrons in five orbitals, S = 2, gap = 1, coupling norms = 1
first-order SS, norm of rank 2 part: 0.4236
first-order SS, rank 4 part below 1e-11: True
second-order SS, norm of rank 4 part: 1.650e-02
relative difference, exact and 2nd-order rank 4: 1.3e-05
power of SS in rank 2: 1.000
power of SS in rank 4: 2.000
power of SO in rank 2: 2.000
power of SO in rank 4: 4.000
mixed rank 4, power of SO: 2.000
mixed rank 4, power of SS: 1.000
False quartic signature, S = 2
D = -10.0 GHz, E = 1.0 GHz
levels (GHz): -20.2978 -20.0000 7.0000 13.0000 20.2978
splitting of m = +-2: 0.2978 GHz
estimate 3E^2/|D|: 0.3000 GHz
splitting of m = +-1: 6.0000 GHz
B44 that would mimic the +-2 splitting: 0.01241 GHz
+-1 splitting with that B44 and E = 0: 0.0000 GHz
Regular tetrahedron of four spins 1/2
edge R = 5.0 bohr, J = 1.0e-04 hartree = 657968.4 MHz
d = 4.2601e-07 hartree = 2803.02 MHz, d/J = 0.00426
squared couplings to triplets / d^2: 1.1250 1.1250 1.1250 3.3750 3.3750
squared couplings to singlets / d^2: 0.0000 0.0000 0.0000 1.1250 1.1250
second-order shifts * J/d^2: -2.0625 -2.0625 -0.5625 -0.5625 -0.5625
B4 = -d^2/(80J): -0.14926 MHz
E-T2 splitting, second order: 17.912 MHz
E-T2 splitting, diagonalization: 17.840 MHz
same, diagonalization: 2.7114e-09 hartree
Tetrahedron stretched by 10 percent along z
first-order D: -74.508 MHz
first-order B40 and B44 below 1e-9 MHz: True
all orders, J:  D = -74.589, B40 = -0.11509, B44 = -0.67050 MHz
all orders, 2J: D = -74.549, B40 = -0.05765, B44 = -0.33587 MHz
PASS
```
